# Thermionic current limit into monolayer MoS2 and its first correction: verification in Python

```python
# Result under test: the thermionic current per width from a metal into a 2D band,
#   J0 = q g kT sqrt(2 pi m kT) / (4 pi^2 hbar^2) * exp(-Phi/kT),
# for unit transmission above the barrier top and none below it.
# q: elementary charge, g: spin-valley degeneracy, m: effective mass,
# Phi: barrier top above the metal Fermi level, T: temperature.
# SI units inside; 1 A/m equals 1 uA/um.
import numpy as np
from scipy.constants import e as q, hbar, h, k as kB, m_e, epsilon_0
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import minimize_scalar
from scipy.special import airy, expit

T0 = 300.0
phi = 0.2 * q
mass = 0.5 * m_e
g = 4
kT = kB * T0


def formula(T, barrier, m_along=mass, deg=g):
    t = kB * T
    return (q * deg * t * np.sqrt(2 * np.pi * m_along * t)
            / (4 * np.pi**2 * hbar**2) * np.exp(-barrier / t))


nodes, weights = np.polynomial.legendre.leggauss(160)


def direct(T, barrier, mx=mass, my=mass, deg=g):
    """Current and right-moving density by quadrature over the k plane."""
    t = kB * T
    kx_max = np.sqrt(2 * mx * 40 * t) / hbar
    ky_max = np.sqrt(2 * my * 40 * t) / hbar
    kx = 0.5 * kx_max * (nodes + 1)
    ky = ky_max * nodes
    wx = 0.5 * kx_max * weights
    wy = ky_max * weights
    energy = (barrier + (hbar * kx[:, None])**2 / (2 * mx)
              + (hbar * ky[None, :])**2 / (2 * my))
    occupied = expit(-energy / t) * wx[:, None] * wy[None, :]
    occupied *= deg / (2 * np.pi)**2
    current = q * np.sum(occupied * (hbar * kx / mx)[:, None])
    return current, np.sum(occupied)


# Main result against the k-space definition with Fermi-Dirac filling
J0 = formula(T0, phi)
J_direct, n_direct = direct(T0, phi)
boltz = np.exp(-phi / kT)
fd_error = J_direct / J0 - 1
assert abs(fd_error) < 5e-4
assert abs(fd_error / (-boltz / 2**1.5) - 1) < 0.01
assert 0.25 < J0 < 0.35

# Injected density and mean forward velocity
n_plus = g * mass * kT / (4 * np.pi * hbar**2) * boltz
v_T = np.sqrt(2 * kT / (np.pi * mass))
assert abs(n_direct / n_plus - 1) < 5e-4
assert abs(J_direct / (q * n_direct) / v_T - 1) < 5e-4

# Explicit transverse modes of a periodic strip, with bias on the channel
width = 1e-6
mode_number = np.arange(-2000, 2001)
mode_energy = (hbar * 2 * np.pi * mode_number / width)**2 / (2 * mass)


def mode_current(V):
    source = np.log1p(np.exp(-(phi + mode_energy) / kT))
    drain = np.log1p(np.exp(-(phi + mode_energy + q * V) / kT))
    return q * g * kT / h * np.sum(source - drain) / width


for V in (0.01, 0.05, 0.1):
    expected = J0 * (1 - np.exp(-q * V / kT))
    assert abs(mode_current(V) / expected - 1) < 1e-3
R_contact = kT / (q * J0)
dV = 1e-4
R_modes = 2 * dV / (mode_current(dV) - mode_current(-dV))
assert abs(R_modes / R_contact - 1) < 1e-3

# Only the mass along the contact matters for an aligned ellipse
mx, my = 0.3 * m_e, 0.7 * m_e
J_ellipse = direct(T0, phi, mx, my)[0]
assert abs(J_ellipse / formula(T0, phi, my) - 1) < 5e-4
assert abs(J_ellipse / formula(T0, phi, mx) - 1) > 0.2

# Activation plots made from quadrature data
T_low, T_high = 290.0, 310.0
J_low, J_high = direct(T_low, phi)[0], direct(T_high, phi)[0]


def activation(power):
    rise = np.log(J_high / T_high**power) - np.log(J_low / T_low**power)
    return rise / (1 / (kB * T_low) - 1 / (kB * T_high))


phi_15, phi_20 = activation(1.5), activation(2.0)
assert abs(phi_15 - phi) < 1e-4 * q
assert abs(phi_20 - (phi - kT / 2)) < 1e-4 * q

# Spin splitting and higher valleys as shifted bands
split = 0.003 * q
valley_offset = 0.1 * q
J_split = direct(T0, phi, deg=2)[0] + direct(T0, phi + split, deg=2)[0]
split_ratio = J_split / J_direct
valley_ratio = direct(T0, phi + valley_offset, deg=6)[0] / J_direct
assert abs(split_ratio - (1 + np.exp(-split / kT)) / 2) < 1e-3
assert abs(valley_ratio - 1.5 * np.exp(-valley_offset / kT)) < 1e-3

# Triangular barrier: transmission as a function of depth below its top
v_metal = 1e6


def wkb(depth, field):
    u = np.maximum(depth, 0)
    return np.exp(-4 * np.sqrt(2 * mass) * u**1.5 / (3 * hbar * q * field))


def airy_scales(field):
    length = (hbar**2 / (2 * mass * q * field))**(1 / 3)
    return length, q * field * length


def airy_transmission(depth, field):
    length, scale = airy_scales(field)
    ai, aip, bi, bip = airy(depth / scale)
    w = 1j * hbar / (mass * length) * (bip + 1j * aip) / (bi + 1j * ai)
    return 4 * v_metal * w.real / np.abs(v_metal + w)**2


def ode_transmission(depth, field):
    """Integrate Schroedinger inward from an outgoing wave, then match."""
    length, scale = airy_scales(field)
    a = depth / scale
    end = max(a, 0) + 30
    kend = np.sqrt(end - a)
    start = [1 + 0j, 1j * kend - 1 / (4 * kend**2)]
    sol = solve_ivp(lambda s, y: [y[1], (a - s) * y[0]], (end, 0), start,
                    rtol=1e-8, atol=1e-10)
    psi, slope = sol.y[:, -1]
    flux_part = -1j * hbar / (mass * length) * slope
    # unknowns: reflected amplitude and transmitted scale
    matrix = np.array([[1, -psi], [-v_metal, -flux_part]])
    reflected = np.linalg.solve(matrix, np.array([-1, -v_metal]))[0]
    return 1 - abs(reflected)**2


fields = (2e7, 1e8)
for field in fields:
    for depth_eV in (-0.05, 0.02, 0.1):
        u = depth_eV * q
        assert abs(ode_transmission(u, field)
                   / airy_transmission(u, field) - 1) < 0.01
    u = 0.1 * q
    x_turn = u / (q * field)
    # distance in units of the turning point keeps the quadrature well scaled
    action = quad(lambda s: np.sqrt(2 * mass * u * (1 - s)) / hbar * x_turn,
                  0, 1)[0]
    assert abs(np.exp(-2 * action) / wkb(u, field) - 1) < 1e-5

# Thermal average with Fermi-Dirac filling, divided by the over-barrier limit
y = np.linspace(0, 8, 401)
depth_below = np.linspace(0, 0.7 * q, 2501)
depth_above = np.linspace(-30 * kT, 0, 1501)


def supply(depth):
    normal = (phi - depth) / kT
    filling = expit(-(normal[:, None] + y[None, :]**2))
    return 2 * trapezoid(filling, y, axis=1) / np.sqrt(np.pi) / boltz


supply_below, supply_above = supply(depth_below), supply(depth_above)
over_only = trapezoid(supply_above, depth_above) / kT
assert abs(over_only - 1) < 1e-3
wkb_ratio, airy_ratio = [], []
for field in fields:
    tunnel = trapezoid(supply_below * wkb(depth_below, field),
                       depth_below) / kT
    wkb_ratio.append(over_only + tunnel)
    below = trapezoid(supply_below * airy_transmission(depth_below, field),
                      depth_below) / kT
    above = trapezoid(supply_above * airy_transmission(depth_above, field),
                      depth_above) / kT
    airy_ratio.append((above, below))

# Image-force lowering against a numerical maximum of the potential
eps_r = 4.0
F = fields[0]
lowering = np.sqrt(q * F / (4 * np.pi * eps_r * epsilon_0))


def image_drop(x_nm):
    x = x_nm * 1e-9
    return F * x + q / (16 * np.pi * eps_r * epsilon_0 * x)


top = minimize_scalar(image_drop, bounds=(0.05, 20), method="bounded")
assert abs(top.fun / lowering - 1) < 1e-5

# Backscattering in the first kT of potential drop
mobility = 30e-4
diffusion = mobility * kT / q
mfp = 2 * diffusion / v_T
layer = kT / (q * F)


def stacked_transmission(length, slabs):
    r = length / slabs / mfp
    total = 1.0
    for _ in range(slabs):
        total = total * (1 - r) / (1 - (1 - total) * r)
    return total


scatter_ratio = mfp / (mfp + layer)
assert abs(stacked_transmission(layer, 2000) / scatter_ratio - 1) < 2e-3
long_slab = 200 * mfp
D_stack = stacked_transmission(long_slab, 20000) * long_slab * v_T / 2
assert abs(D_stack / diffusion - 1) < 0.02
wavelength = h / np.sqrt(2 * np.pi * mass * kT)
assert mfp < wavelength

T_hot = 358.0
J_hot = formula(T_hot, phi)
assert abs(direct(T_hot, phi)[0] / J_hot - 1) < 1e-3
barrier_error = 0.05 * q
error_factor = direct(T0, phi - barrier_error)[0] / J_direct
assert abs(error_factor / np.exp(barrier_error / kT) - 1) < 2e-3

print(f"Temperature: {T0:.0f} K")
print(f"Barrier: {phi/q:.3f} eV")
print(f"Effective mass: {mass/m_e:.2f} m0")
print(f"Spin-valley degeneracy: {g}")
print(f"Thermal energy kT: {kT/q:.5f} eV")
print(f"Barrier over kT: {phi/kT:.3f}")
print(f"Boltzmann factor: {boltz:.3e}")
print(f"Prefactor: {J0/boltz:.1f} uA/um")
print(f"Current limit J0: {J0:.4f} uA/um")
print(f"Current limit J0: {J0:.4f} A/m")
print(f"k-space quadrature current: {J_direct:.4f} uA/um")
print(f"Fermi-Dirac relative correction: {fd_error:.2e}")
print(f"Right-moving density n_plus: {n_plus/1e4:.3e} cm^-2")
print(f"Mean forward velocity v_T: {v_T*100:.3e} cm/s")
print(f"Zero-bias contact resistance: {R_contact*1e3:.1f} kohm um")
print(f"Current at 0.1 V over J0: {mode_current(0.1)/J0:.3f}")
print(f"Ellipse test masses x, y: {mx/m_e:.1f}, {my/m_e:.1f} m0")
print(f"Ellipse test current: {J_ellipse:.4f} uA/um")
print(f"Activation temperatures: {T_low:.0f}, {T_high:.0f} K")
print(f"Barrier from J/T^1.5 plot: {phi_15/q:.4f} eV")
print(f"Barrier from J/T^2 plot: {phi_20/q:.4f} eV")
print(f"Spin splitting (rough): {split/q*1e3:.1f} meV")
print(f"Current ratio with splitting: {split_ratio:.3f}")
print(f"Higher-valley offset (chosen): {valley_offset/q:.2f} eV")
print(f"Added fraction, six higher valleys: {valley_ratio:.4f}")
print(f"Metal normal velocity (chosen): {v_metal*100:.1e} cm/s")
for i, field in enumerate(fields):
    above, below = airy_ratio[i]
    label = f"{field/1e8:.1f} MV/cm"
    print(f"{label}: triangle base width {phi/(q*field)*1e9:.1f} nm")
    print(f"{label}: WKB total over J0 {wkb_ratio[i]:.2f}")
    print(f"{label}: WKB total current {wkb_ratio[i]*J0:.3f} uA/um")
    print(f"{label}: Airy above-top part over J0 {above:.3f}")
    print(f"{label}: Airy below-top part over J0 {below:.3f}")
    print(f"{label}: Airy total current {(above+below)*J0:.3f} uA/um")
print(f"Effective relative permittivity (rough): {eps_r:.1f}")
print(f"Image lowering at 0.2 MV/cm: {lowering:.4f} eV")
print(f"Current factor if not in barrier: {np.exp(q*lowering/kT):.1f}")
print(f"Mobility (rough): {mobility*1e4:.0f} cm2/Vs")
print(f"Backscattering mean free path: {mfp*1e9:.2f} nm")
print(f"Thermal wavelength: {wavelength*1e9:.2f} nm")
print(f"kT layer at 0.2 MV/cm: {layer*1e9:.2f} nm")
print(f"Backscattering current ratio: {scatter_ratio:.3f}")
print(f"Current limit at {T_hot:.0f} K: {J_hot:.3f} uA/um")
print(f"Barrier error considered: {barrier_error/q:.2f} eV")
print(f"Current factor for that error: {error_factor:.2f}")
print("success")
```

It prints:

```
Temperature: 300 K
Barrier: 0.200 eV
Effective mass: 0.50 m0
Spin-valley degeneracy: 4
Thermal energy kT: 0.02585 eV
Barrier over kT: 7.736
Boltzmann factor: 4.367e-04
Prefactor: 658.2 uA/um
Current limit J0: 0.2874 uA/um
Current limit J0: 0.2874 A/m
k-space quadrature current: 0.2874 uA/um
Fermi-Dirac relative correction: -1.54e-04
Right-moving density n_plus: 2.358e+09 cm^-2
Mean forward velocity v_T: 7.609e+06 cm/s
Zero-bias contact resistance: 89.9 kohm um
Current at 0.1 V over J0: 0.979
Ellipse test masses x, y: 0.3, 0.7 m0
Ellipse test current: 0.3400 uA/um
Activation temperatures: 290, 310 K
Barrier from J/T^1.5 plot: 0.2000 eV
Barrier from J/T^2 plot: 0.1871 eV
Spin splitting (rough): 3.0 meV
Current ratio with splitting: 0.945
Higher-valley offset (chosen): 0.10 eV
Added fraction, six higher valleys: 0.0313
Metal normal velocity (chosen): 1.0e+08 cm/s
0.2 MV/cm: triangle base width 10.0 nm
0.2 MV/cm: WKB total over J0 3.12
0.2 MV/cm: WKB total current 0.896 uA/um
0.2 MV/cm: Airy above-top part over J0 0.433
0.2 MV/cm: Airy below-top part over J0 0.957
0.2 MV/cm: Airy total current 0.399 uA/um
1.0 MV/cm: triangle base width 2.0 nm
1.0 MV/cm: WKB total over J0 119.81
1.0 MV/cm: WKB total current 34.436 uA/um
1.0 MV/cm: Airy above-top part over J0 0.536
1.0 MV/cm: Airy below-top part over J0 125.957
1.0 MV/cm: Airy total current 36.358 uA/um
Effective relative permittivity (rough): 4.0
Image lowering at 0.2 MV/cm: 0.0849 eV
Current factor if not in barrier: 26.6
Mobility (rough): 30 cm2/Vs
Backscattering mean free path: 2.04 nm
Thermal wavelength: 6.09 nm
kT layer at 0.2 MV/cm: 1.29 nm
Backscattering current ratio: 0.612
Current limit at 358 K: 1.312 uA/um
Barrier error considered: 0.05 eV
Current factor for that error: 6.91
success
```
